# Anharmonic Entropy from Shifted Frequencies, and Overcounting in Energies

**Q.** A weakly anharmonic solid has phonon lines at shifted, temperature-dependent frequencies. May I put these frequencies into the harmonic formulas for entropy, free energy and energy? I would expect the answer to be yes for all three or no for all three.

**A.** The answer is yes for the entropy and no for the free energy and the energy, which both come out wrong by the same amount. This can be shown at lowest order. I set $\hbar=k_B=1$, $\beta=1/T$, and give energies and $T$ in mRy, entropies and heat capacities in $k_B$. The volume is fixed, so thermal expansion is not included. The normal modes are real, with $\omega_k>0$ and $A_k=a_k+a_k^\dagger$:

$$H=\sum_k\omega_k\left(a_k^\dagger a_k+\tfrac12\right)+\lambda V_3+\lambda^2V_4,$$

$$V_3=\frac1{3!}\sum V_{123}A_1A_2A_3,\qquad V_4=\frac1{4!}\sum W_{1234}A_1A_2A_3A_4 .$$

Digits are mode labels, summed independently, and $V$, $W$ are symmetric. The map $A_k\to-A_k$ turns $\lambda$ into $-\lambda$, so thermodynamic functions are even in $\lambda$. Lowest order means $\lambda^2$; every anharmonic quantity below is the coefficient of $\lambda^2$.

With $n=1/(e^{\omega/T}-1)$ and $x=n+\frac12$, one harmonic mode has $f=\frac\omega2+T\ln(1-e^{-\omega/T})$, $s=-\partial f/\partial T=(n+1)\ln(n+1)-n\ln n$ and $u=\omega x$. Differentiating $f$ gives $\partial f/\partial\omega=\frac12+e^{-\omega/T}/(1-e^{-\omega/T})=x$. Exchanging the order of derivatives gives $\partial s/\partial\omega=-\partial x/\partial T=-n'$, with $n'\equiv\partial n/\partial T$. Since $n$ depends on $\omega/T$, $\omega\,\partial n/\partial\omega=-Tn'$, so $\partial u/\partial\omega=x-Tn'$. Substituting $\omega_k\to\omega_k+\Delta_k$ in $f$, $s$, $u$ at given $T$ therefore produces, to first order in $\Delta$,

$$\delta F_{\rm sub}=\sum_kx_k\Delta_k,\quad\delta S_{\rm sub}=-\sum_k\Delta_kn_k',\quad\delta U_{\rm sub}=\sum_k(x_k-Tn_k')\Delta_k.\tag{1}$$

These are to be compared with the true shifts.

**Q.** Then derive the true free energy first, with the counting visible.

**A.** In the interaction picture $Z/Z_0=\langle\mathcal T e^{-\int_0^\beta V(\tau)d\tau}\rangle$, averaged over the harmonic ensemble. The average $\langle V_3\rangle$ vanishes because it has an odd number of operators. Expanding $-T\ln(Z/Z_0)$ to order $\lambda^2$,

$$\Phi\equiv\Delta F=\langle V_4\rangle-\frac T2\int_0^\beta\!\!\int_0^\beta\langle\mathcal TV_3(\tau)V_3(\tau')\rangle\,d\tau\,d\tau'=\langle V_4\rangle-\frac12\int_0^\beta\langle V_3(\tau)V_3(0)\rangle\,d\tau .$$

The last step holds because the integrand is a $\beta$-periodic function of $\tau-\tau'$, so one integral gives $\beta$. By Wick's theorem the averages are sums over pairings with the contraction

$$g_k(\tau)=\langle A_k(\tau)A_k(0)\rangle=(n_k+1)e^{-\omega_k\tau}+n_ke^{\omega_k\tau},\qquad g_k(0)=2x_k .$$

Its Fourier transform at $\nu=2\pi mT$ follows from $e^{i\nu\beta}=1$, $(n+1)(1-e^{-\beta\omega})=1$ and $n(e^{\beta\omega}-1)=1$:

$$\int_0^\beta e^{i\nu\tau}g_k\,d\tau=\frac1{\omega_k-i\nu}+\frac1{\omega_k+i\nu}.\tag{2}$$

Four operators have three pairings, which gives the loop term

$$\Phi_4=\frac3{24}\sum_{12}W_{1122}(2x_1)(2x_2)=\frac12\sum_{12}W_{1122}x_1x_2 .$$

Six operators have fifteen pairings. In nine of them each vertex closes one pair on itself and sends its remaining leg, chosen in three ways, to the other vertex. With $\int g_3\,d\tau=2/\omega_3$ from (2), this tadpole term is

$$\Phi_t=-\frac12\cdot\frac9{36}\sum V_{113}V_{223}(2x_1)(2x_2)\frac2{\omega_3}=-\sum_3\frac1{\omega_3}\Big(\sum_1V_{113}x_1\Big)^2 .$$

In the other $3!=6$ pairings all three legs cross, and the bubble term is

$$\Phi_b=-\frac12\cdot\frac6{36}\sum V_{123}^2\int_0^\beta g_1g_2g_3\,d\tau .\tag{3}$$

**Q.** The integral in (3) will produce products of three Bose factors and exponentials of $\beta$. That does not resemble the other two terms.

**A.** The exponentials are absorbed by $(n+1)e^{-\beta\omega}=n$. The product has eight terms. The term $(n_1+1)(n_2+1)(n_3+1)e^{-\Omega\tau}$, with $\Omega=\omega_1+\omega_2+\omega_3$, integrates to $(n_1+1)(n_2+1)(n_3+1)(1-e^{-\beta\Omega})/\Omega=N_+/\Omega$, where $N_+=(n_1+1)(n_2+1)(n_3+1)-n_1n_2n_3$. The term $n_1n_2n_3e^{\Omega\tau}$ gives the same, being its image under $\tau\to\beta-\tau$. Likewise $(n_1+1)(n_2+1)n_3e^{-\delta\tau}$, with $\delta=\omega_1+\omega_2-\omega_3$, and its image each give $N_{12;3}/\delta$, where $N_{12;3}=(n_1+1)(n_2+1)n_3-n_1n_2(n_3+1)$. The remaining four terms are the two other choices of the odd label.

Now insert $n+1=x+\frac12$ and $n=x-\frac12$. In both $N$'s the second product is the first with every $\frac12$ reversed in sign, so terms even in $\frac12$ cancel and odd ones double. The even terms are $x_1x_2x_3$ and those linear in $x$. What remains is

$$N_+=x_1x_2+x_1x_3+x_2x_3+\tfrac14,\qquad N_{12;3}=x_3(x_1+x_2)-x_1x_2-\tfrac14 .$$

Hence $\Phi_b=-\frac16\sum V_{123}^2\,G_{123}$ with the symmetric function

$$G_{123}=\frac{N_+}{\omega_1+\omega_2+\omega_3}+\frac{N_{12;3}}{\omega_1+\omega_2-\omega_3}+\frac{N_{13;2}}{\omega_1+\omega_3-\omega_2}+\frac{N_{23;1}}{\omega_2+\omega_3-\omega_1}.\tag{4}$$

For now no denominator is allowed to vanish. All three contributions then combine into

$$\Phi=\frac12\sum_{jk}M_{jk}x_jx_k+C,\tag{5}$$

where $M$ is symmetric and built from $\omega$, $V$, $W$, and $C$ collects the terms $\pm\frac14$. The last three fractions in (4) contribute equally after relabelling, so

$$C=-\frac1{24}\sum V_{123}^2\left[\frac1{\omega_1+\omega_2+\omega_3}-\frac3{\omega_1+\omega_2-\omega_3}\right].$$

Neither $M$ nor $C$ depends on $T$. The temperature enters (5) through the $x_k$ alone.

**Q.** You could now define $\Delta_k$ as $\partial\Phi/\partial x_k$ and obtain the entropy statement by fiat. I want the shift of the phonon line.

**A.** Take it from the propagator $D_k(\tau)=-\langle\mathcal TA_k(\tau)A_k(0)\rangle$. By (2), continued from $i\nu$ to $z$, $D_k^0(z)=2\omega_k/(z^2-\omega_k^2)$. At order $\lambda^2$ I write $D=D^0+D^0\Pi D^0$; since $D^0$ is diagonal, the diagonal element contains $\Pi_{kk}\equiv\Pi_k$ and no off-diagonal one. As $D^0=-g$, a correction $g\,X\,g$ to $\langle AA\rangle$ means $\Pi=-X$.

First order in $V_4$ carries the sign $-1$; the two external operators attach in $4\cdot3=12$ ways and the other two legs close. So $X=-\frac{12}{24}\sum_1W_{kk11}(2x_1)$.

Second order in $V_3$ carries $+\frac12\cdot\frac1{36}$, and a factor 2 for the choice of the vertex that meets $A_k(\tau)$. If both external operators meet the same vertex ($3\cdot2$ ways) and the other vertex closes a loop (3 ways), $X=\frac{18}{36}\sum V_{kk3}V_{113}(2x_1)(2/\omega_3)$. If they meet different vertices ($3\cdot3$ ways) and the inner legs cross (2 ways), $X=\frac{18}{36}\sum V_{k12}^2\int e^{i\nu\tau}g_1g_2\,d\tau$. The pairings left over give $\langle A_k\rangle^2$, which is independent of $\tau$ and contributes at $\nu=0$ alone, or vacuum pieces cancelled by $Z$.

The integral of $g_1g_2$ is done as before, with $\sigma=\omega_1+\omega_2$ and $d=\omega_1-\omega_2$. The term in $e^{-\sigma\tau}$ gives $[(n_1+1)(n_2+1)-n_1n_2]/(\sigma-i\nu)=(x_1+x_2)/(\sigma-i\nu)$, the term in $e^{-d\tau}$ gives $[(n_1+1)n_2-n_1(n_2+1)]/(d-i\nu)=(x_2-x_1)/(d-i\nu)$, and their images have $\nu\to-\nu$. Thus

$$\Pi_k(z)=\sum_1W_{kk11}x_1-2\sum_{13}\frac{V_{kk3}V_{113}x_1}{\omega_3}-\frac12\sum_{12}V_{k12}^2B_{12}(z),\tag{6}$$

$$B_{12}(z)=(x_1+x_2)\left[\frac1{\sigma-z}+\frac1{\sigma+z}\right]+(x_2-x_1)\left[\frac1{d-z}+\frac1{d+z}\right].$$

Dyson's equation $D^{-1}=(D^0)^{-1}-\Pi$ puts the pole at $z^2=\omega_k^2+2\omega_k\Pi_k(z)$, that is at $z=\omega_k+\Pi_k(\omega_k)$ to this order. The quasiparticle shift is $\Delta_k=\mathrm{Re}\,\Pi_k(\omega_k+i0)$.

Now differentiate $\Phi$. The loop gives $\sum_2W_{kk22}x_2$, because $x_k$ occurs in two places and cancels the $\frac12$. The square in $\Phi_t$ gives $-2\sum_3V_{kk3}\sum_1V_{113}x_1/\omega_3$. In $\Phi_b$ the label $k$ can sit in any of three equivalent slots, so $\partial\Phi_b/\partial x_k=-\frac36\sum_{23}V_{k23}^2\,\partial G_{123}/\partial x_1$ at $1=k$. The four numerators of (4) have $x_1$-derivatives $x_2+x_3$, $x_3-x_2$, $x_2-x_3$ and $x_2+x_3$. With $\sigma=\omega_2+\omega_3$, $d=\omega_2-\omega_3$, the denominators are $\sigma+\omega_k$, $d+\omega_k$, $-(d-\omega_k)$ and $\sigma-\omega_k$, and the sum is $B_{23}(\omega_k)$. Term by term,

$$\Delta_k=\Pi_k(\omega_k)=\frac{\partial\Phi}{\partial x_k}=\sum_jM_{kj}x_j.\tag{7}$$

The identity selects the argument $z=\omega_k$, because the denominators of (4) contain $\omega_k$ itself.

**Q.** A finite set of oscillators has a discrete spectrum with many transitions near $\omega_k$. Which of them lies at $\omega_k+\Delta_k$?

**A.** In general none; their weighted mean does. Inserting exact eigenstates with Boltzmann weights $p_m$ gives $\langle A(\tau)A\rangle=\sum p_me^{(E_m-E_n)\tau}|A_{nm}|^2$, and since $p_me^{\beta(E_m-E_n)}=p_n$,

$$D_k(z)=\sum_{mn}\frac{(p_m-p_n)|\langle n|A_k|m\rangle|^2}{z-(E_n-E_m)} .$$

Take a contour around $\omega_k$ that encloses no pole of $B$. Then $\oint D_k\,dz/2\pi i$ is the total weight of the enclosed lines, $1+O(\lambda^2)$, and $\oint(z-\omega_k)D_k\,dz/2\pi i$ is their first moment about $\omega_k$. In perturbation theory $(z-\omega_k)D^0_k$ is regular there, and $(z-\omega_k)(D_k^0)^2\Pi_k=4\omega_k^2\Pi_k(z)/[(z-\omega_k)(z+\omega_k)^2]$ has residue $\Pi_k(\omega_k)$. The centroid of the multiplet is therefore $\omega_k+\Delta_k$ at order $\lambda^2$.

One quartic oscillator shows this directly. The norm of $A^2|m\rangle$ gives $\langle m|A^4|m\rangle=(m+1)(m+2)+(2m+1)^2+m(m-1)=6m^2+6m+3$. The line $m\to m+1$ is shifted by $\frac W{24}\cdot12(m+1)$ and has weight proportional to $(m+1)y^m$, $y=e^{-\beta\omega}$. From $\sum(m+1)y^m=(1-y)^{-2}$ and $\sum(m+1)^2y^m=(1+y)(1-y)^{-3}$, the mean of $m+1$ is $(1+y)/(1-y)=2x$, and the centroid shift is $Wx$, as in (6).

For degenerate modes the pole shifts are the eigenvalues of the block of $\Pi$. The sums in (1) weight all members equally, so they need the trace, which is $\sum\Pi_{kk}$.

**Q.** Granted. What follows for the entropy?

**A.** From (5), the chain rule and $dx_k/dT=n_k'$,

$$\Delta S=-\frac{d\Phi}{dT}=-\sum_k\frac{\partial\Phi}{\partial x_k}n_k'=-\sum_k\Delta_kn_k'=\delta S_{\rm sub}.\tag{8}$$

Up to terms of order $\lambda^4$, the entropy is $\sum_ks(\omega_k+\lambda^2\Delta_k(T),T)$, the harmonic expression evaluated at the shifted frequencies.

**Q.** And why should the free energy not follow, given that $S=-dF/dT$?

**A.** Multiply (7) by $x_k$ and sum: $\sum x_k\Delta_k=\sum M_{kj}x_kx_j=2(\Phi-C)$. Therefore

$$\Delta F=\tfrac12\sum_kx_k\Delta_k+C,\qquad\delta F_{\rm sub}=2(\Delta F-C).\tag{9}$$

A term $M_{jk}x_jx_k$ with $j\ne k$ appears once in $\Phi$, but it shifts mode $k$ by $M_{kj}x_j$ and mode $j$ by $M_{jk}x_k$, and the sum $\sum x\Delta$ collects it from both. For the energy, $\Delta U=\Delta F+T\Delta S=\frac12\sum x\Delta+C-T\sum\Delta n'$. Comparison with (1) gives

$$\delta F_{\rm sub}-\Delta F=\delta U_{\rm sub}-\Delta U=\tfrac12\sum_kx_k\Delta_k-C.\tag{10}$$

The phrase "double counting" needs two qualifications. What is doubled is $\Phi-C$; the constant $C$ is missed altogether, and it vanishes when $V=0$. In the energy the piece $-T\sum\Delta n'$ comes out right, so $\delta U_{\rm sub}$ is in general not twice $\Delta U$; an exception is the limit $T\to0$ with $C=0$, where that piece vanishes.

There is no conflict with $S=-dF/dT$, because the substituted functions do not obey it. By (7), $\Delta_k'\equiv d\Delta_k/dT=\sum_jM_{kj}n_j'$, and the symmetry of $M$ gives $\sum_kx_k\Delta_k'=\sum_jn_j'\Delta_j$. Hence $-d(\delta F_{\rm sub})/dT=-\sum\Delta n'-\sum x\Delta'=2\Delta S$.

The heat capacity follows from (8): $\Delta C_V=T\,d\Delta S/dT=-T\sum\Delta n''-T\sum\Delta'n'$. The harmonic $c=T\,\partial s/\partial T$ has $\partial c/\partial\omega=-Tn''$, so substitution in $c$ yields the first sum and misses the second.

**Q.** Is there a reason behind the algebra for the entropy being the favoured quantity?

**A.** Treat the occupations as free variables in $\mathcal F[n]=\sum\omega_kx_k+\lambda^2\Phi(x)-T\sum s(n_k)$, with $s(n)=(n+1)\ln(n+1)-n\ln n$. Since $ds/dn=\ln[(n+1)/n]$, stationarity requires $\omega_k+\lambda^2\Delta_k=T\ln[(\tilde n_k+1)/\tilde n_k]$, so $\tilde n_k$ is the Bose factor at the shifted frequency. The harmonic part is stationary at the unshifted $n_k$, so moving to $\tilde n_k$ changes it at order $\lambda^4$, and $\mathcal F[\tilde n]$ equals the true $F$ at order $\lambda^2$. By stationarity its total $T$-derivative is the explicit one, $S=\sum s(\tilde n_k)$. At this order the entropy counts the ways of distributing quanta and contains the interaction through $\tilde n$ alone, while the energy $\sum\omega_k\tilde x_k+\lambda^2\Phi$ contains it explicitly. The shift $\Delta_k=\partial\Phi/\partial x_k$ is the rate at which the interaction term $\Phi$ changes with the mean occupation of mode $k$, and for the quadratic form (5) the sum $\sum x_k\Delta_k$ is $2(\Phi-C)$, not $\Phi$.

Two limits follow from (9). At $T\to0$, $x=\frac12$ and $n'\to0$: $\Delta S$ vanishes while the ground-state shift is $\frac14\sum\Delta_k+C$, against $\frac12\sum\Delta_k$ by substitution. At $T\gg\omega_k$, $x\to T/\omega$, the quadratic form grows as $T^2$ if its leading coefficient is nonzero, and $\delta F_{\rm sub}/\Delta F\to2$, as a statement about the $\lambda^2$ coefficient.

**Q.** In a crystal phonons decay, and the denominators you forbade to vanish do vanish.

**A.** For equilibrium occupations, $n+1=ne^{\beta\omega}$ gives $N_{12;3}=n_1n_2(n_3+1)(e^{\beta\delta}-1)$. So $N_{12;3}/\delta\to\beta n_1n_2(n_3+1)$ at $\delta\to0$, and $\Phi_b(T)$ and its $T$-derivative are regular, as (3) also shows. The separate derivatives $\partial N_{12;3}/\partial x_k$ do not vanish, so the single shifts diverge as $1/\delta$, and the divergences cancel in the sum (8).

For two modes with $\omega_1=2$ mRy, $\omega_2=2\omega_1+\epsilon$ and $V_{112}=0.1$ mRy, (6) gives $\Delta_2\approx-\frac12V_{112}^2\,2x_1/(2\omega_1-\omega_2)=V_{112}^2x_1/\epsilon$. At 300 K, $x_1=1.03618$, and $\epsilon=10^{-4}$ mRy yields $0.01\times1.03618/10^{-4}=103.6$ mRy, as computed, while the bubble entropy $0.004691$ equals the value from quadrature of (3) at $\epsilon=0$. Such a $\Delta_2$ is not a line position. For a finite system the quasiparticle reading needs both the level shifts and the cubic matrix elements between near-resonant states, which are of order $\lambda$, to be small against the detunings, so that the contour above separates the lines. A small $\Delta_k$ alone is not enough, because loop and bubble can cancel in it while the states still mix. Near resonance the linear sum (8) survives as the $\lambda^2$ coefficient, and $s(\omega+\Delta)$ does not.

In a continuum use $\Delta_k^\eta=\mathrm{Re}\,\Pi_k(\omega_k+i\eta)$. Each $1/\delta$ in $B$ becomes $\delta/(\delta^2+\eta^2)$, so (7) holds with $\Phi^\eta$, the same replacement made in (4). A term of $\Phi^\eta$ differs from that of $\Phi$ by $(N_{12;3}/\delta)\,\eta^2/(\delta^2+\eta^2)$, and the last factor is $\pi\eta$ times a normalized Lorentzian. If the density of triples is finite and smooth at $\delta=0$, the error is linear in $\eta$ and vanishes when $\eta\to0$ is taken after the infinite-size limit. Then (8) and (9) hold with principal values, also in $C$, and the half-width $\Gamma_k=-\mathrm{Im}\,\Pi_k$ (half-width at half maximum, since $D_k\approx1/(z-\omega_k-\Pi_k)$ near the pole) does not enter at order $\lambda^2$.

A chain with bands $\omega_a=2.5-0.5\cos q$, $\omega_b=4.5+0.1\cos q$ mRy and coupling $\frac g{2\sqrt N}\sum A_{q_1}A_{q_2}B_{-q_1-q_2}$, $g=0.3$ mRy, permits $b\to a+a$. For running waves $V^2$ becomes $|V|^2=g^2/N$ on momentum-conserving triples. At 300 K and $\eta=0.01$ mRy the mean half-width $\Gamma$ of band $b$ is $0.102$ mRy. The bubble entropy per cell from (8) is $0.024665$, $0.024581$, $0.024413$ for $\eta=0.01$, $0.02$, $0.04$ mRy. These lie below the value $0.024751$ from quadrature of (3) by $0.000086$, $0.000170$, $0.000338$, close to proportional to $\eta$, and their extrapolation to $\eta=0$ is $0.024751$.

**Q.** Show me a case with all three diagrams, checked without diagrams.

**A.** Take three modes with round parameters $\omega=2.0,\,3.0,\,4.5$ mRy, $W_{kkkk}=0.09$, $W_{jjkk}=0.03$, $W_{1123}=0.01$ mRy and the ten cubic constants listed in the output. At 300 K, $T=1.90009$ mRy, $x=(1.03618,\,0.75977,\,0.60331)$ and $n'=(0.45629,\,0.27193,\,0.14207)$ mRy$^{-1}$. The reference is diagonalization in 1267 states at $\lambda=0.03$ and $0.06$; the combination $[4q(0.03)-q(0.06)]/3$ of $q=(\text{shift})/\lambda^2$ removes the next even order.

The loop shift of mode 1 is $0.09\times1.03618+0.03\times(0.75977+0.60331)=0.13415$ mRy; $W_{1123}$ is not of the form $W_{kkjj}$ (closing its pair 11 feeds only the off-diagonal $\Pi_{23}$) and drops out of (6). Adding tadpole and bubble, $\Delta_1=0.13415-0.04045-0.03764=0.05606$ mRy. In the same way $\Delta_2=0.08321$ and $\Delta_3=0.08428$ mRy. The spectral centroids from diagonalization agree to these digits. Then

$$\Delta S=-(0.02558+0.02263+0.01197)=-0.06018,$$

the terms being $\Delta_kn_k'$, and $-\sum p\ln p$ from the diagonalization gives $-0.06018$. With centroids as input this comparison uses no diagram formula. Evaluating (6) at $z\to0$ instead gives $-0.05975$, off by 0.7% of $\Delta S$: a small difference in this model, but resolved by the test.

For the free energy, $\sum x\Delta=0.05809+0.06322+0.05085=0.17216$ mRy and $C=0.00811$ mRy (Cst in the output), so $\Delta F=0.08608+0.00811=0.09419$ mRy $=1.28$ meV. The diagram sum $0.14679-0.02864-0.02396$ and the diagonalization give the same. Substitution gives $0.17216$ mRy $=2.34$ meV, a ratio of 1.83, below 2 because $C>0$. At 150 K, $\frac12\times0.08949+0.00811=0.05286$ mRy reproduces the diagonalization with the same $C$.

With $T\Delta S=-0.11435$ mRy, $\Delta U=0.09419-0.11435=-0.02016$ mRy, whereas substitution gives $0.17216-0.11435=+0.05781$ mRy. The common excess (10), $0.0780$ mRy $=1.06$ meV, exceeds $|\Delta U|$ at 300 K and reverses the sign. At 150 K the sign is kept: $\Delta U=0.05286-0.02459=+0.02827$ mRy, and substitution gives a larger positive value. Differentiating the substituted $F$ gives $-0.12036=2\Delta S$. The heat-capacity shift is $-0.06425$, of which substitution gives $-0.02394$ and misses $-0.04031$. The program whose output follows asserts (7)–(10), the factor 2 in $-d(\delta F_{\rm sub})/dT$ and the heat-capacity relation at both temperatures; the $z\to0$ comparison is made at 300 K.

**Q.** All of that concerns $\lambda\to0$. What remains at full coupling?

**A.** At $\lambda=1$ and 300 K, in the same basis, the entropy is $1.9159$ against the harmonic $1.9778$, a shift of $-0.0619$. The harmonic formula at $\omega+\Delta=(2.056,\,3.083,\,4.584)$ mRy gives $1.9186$, off by $0.0027$, about 4% of that shift. The free energy is $3.4038$ mRy against the harmonic $3.3087$ mRy, a shift of $0.0951$ mRy; formula (9) gives $3.4029$, off by 1% of the shift, and substitution gives $3.4794$, off by about 80% of it. The energy is $7.0441$ mRy against $7.0666$ mRy, a shift of $-0.0225$ mRy. Substitution gives $7.1249$; subtracting the excess (10) gives $7.0470$, off by 13% of the shift. Since the $\lambda^2$ coefficients agree and odd orders vanish, the residuals in $S$ and in the corrected $F$ and $U$ belong to order $\lambda^4$ and higher. At that order the derivation gives no statement: $\Phi$ was shown to have the form (5), and (7) to hold, for the three lowest diagrams.

## Computed results

```
w (mRy): 2.00000 3.00000 4.50000
V (mRy): 111=-0.15 222=0.1 333=0.08 112=0.08 113=0.1 122=-0.06 223=-0.05 133=0.05 233=0.04 123=0.1
W (mRy): 1111=0.09 2222=0.09 3333=0.09 1122=0.03 1133=0.03 2233=0.03 1123=0.01
kB = 0.0063336 mRy/K; kT(300 K) = 1.90009 mRy; kT(150 K) = 0.95004 mRy
ED: 1267 states, Ecut = 54.0 mRy, lam = 0.03, 0.06
--- 300 K, order lam^2 coefficients ---
n: 0.53618 0.25977 0.10331
x: 1.03618 0.75977 0.60331
dn/dT (1/mRy): 0.45629 0.27193 0.14207
Delta loop (mRy): 0.13415 0.11756 0.10818
Delta tadpole (mRy): -0.04045 -0.01992 -0.00039
Delta bubble (mRy): -0.03764 -0.01444 -0.02351
Delta total (mRy): 0.05606 0.08321 0.08428
Delta ED centroid (mRy): 0.05606 0.08321 0.08428
Phi loop, tadpole, bubble (mRy): 0.14679 -0.02864 -0.02396
sum x Delta = 0.17216 mRy; half = 0.08608 mRy
Cst formula = 0.00811 mRy; ED 300 K 0.00811, ED 150 K 0.00811 mRy
dF formula = 0.09419 mRy = 1.2815 meV; ED 0.09419 mRy
dF naive = 0.17216 mRy = 2.3423 meV; naive/true = 1.8277
dS formula = -0.06018 kB; ED -0.06018; from ED centroids -0.06018 kB
dS from -dF_naive/dT = -0.12036 kB; dS from static Pi(0) = -0.05975 kB
T dS = -0.11435 mRy; dU ED = -0.02016 mRy; dU naive = 0.05781 mRy
excess of naive F and U = 0.07796 mRy = 1.0607 meV
dCv ED = -0.06425; T dS_qp/dT = -0.06425; naive = -0.02394; missed = -0.04031 kB
--- 150 K ---
Delta ED centroid (mRy): 0.04046 0.05777 0.06327
dS ED = -0.02588 kB; from centroids -0.02588 kB
dF ED = 0.05286 mRy; naive 0.08949 mRy
--- 300 K, lam = 1 ---
w + Delta (mRy): 2.05606 3.08321 4.58428
S (kB): harmonic 1.9778, S_h(w+Delta) 1.9186, ED 1.9159
F (mRy): harmonic 3.3087, corrected 3.4029, naive 3.4794, ED 3.4038
U (mRy): harmonic 7.0666, corrected 7.0470, naive 7.1249, ED 7.0441
--- pair w = 2, 4+det mRy, V112 = 0.1 mRy, 300 K, bubble ---
det 1e-3 mRy: Delta2 = 10.361 mRy, dS = 0.004690 kB
det 1e-4 mRy: Delta2 = 103.617 mRy, dS = 0.004691 kB
det 0, tau quadrature: dS = 0.004691 kB
--- chain, g = 0.3 mRy, N = 1200, 300 K, bubble ---
eta = 0.01 mRy: dS = 0.024665 kB/cell, mean Gamma_b = 0.10246 mRy
eta = 0.02 mRy: dS = 0.024581 kB/cell, mean Gamma_b = 0.10220 mRy
eta = 0.04 mRy: dS = 0.024413 kB/cell, mean Gamma_b = 0.10165 mRy
eta -> 0: 0.024751 kB/cell; tau quadrature: 0.024751 kB/cell
```
